# Kohler's Rule: Proof by Scaling and Two Ways It Fails: a program that tests the result

```python
"""Kohler's rule and two ways to violate it, from the linear Boltzmann equation.

Result under test: if the collision operator is multiplied by a constant while
bands and occupation stay fixed, rho(B)/rho(0) depends only on B/rho(0).
Violations: (a) compensated semimetal with density n(T), where
  drho/rho0 = r/(1+r)^2 * (B/(n e rho0))^2, r = mobility ratio;
(b) isotropic plus fourfold scattering on a circular Fermi line, where
  drho/rho0 -> K (omega_c <tau>)^2, K = eta^2 (17+3 eta^2)/(2 (1-eta^2)^2),
  eta = relative fourfold modulation of the total scattering rate.
A contour holds angles, density-of-states weights, velocities and d/dtheta.
A kernel W(theta, theta') is a symmetric transition rate; it conserves number.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import expit


def make_contour(points, twofold=0.0, fourfold=0.0):
    """Energy line of eps = k^2 g(theta)/2 at eps = 1/2; points must be odd."""
    theta = 2*np.pi*np.arange(points)/points
    g = 1 + twofold*np.cos(2*theta) + fourfold*np.cos(4*theta)
    slope = -2*twofold*np.sin(2*theta) - 4*fourfold*np.sin(4*theta)
    k = g**-0.5
    v_radial, v_angular = 1/k, 0.5*k*slope
    velocity = np.column_stack([
        v_radial*np.cos(theta) - v_angular*np.sin(theta),
        v_radial*np.sin(theta) + v_angular*np.cos(theta)])
    index = np.arange(points)
    offset = index[:, None] - index[None, :]
    sine = np.sin(np.pi*offset/points)
    np.fill_diagonal(sine, 1.0)
    derivative = 0.5*np.where(offset % 2 == 0, 1.0, -1.0)/sine
    np.fill_diagonal(derivative, 0.0)
    return theta, k**2/points, velocity, derivative


def weighted_operator(contour, kernel, field):
    """Density-of-states weight times (collision operator + magnetic drift)."""
    _, weight, _, derivative = contour
    collision = (np.diag(weight*(kernel @ weight))
                 - weight[:, None]*kernel*weight[None, :])
    return collision + field*derivative/len(weight)


def conductivity(contour, kernel, field):
    _, weight, velocity, _ = contour
    # The added projector only fixes the constant, current-free null function.
    matrix = weighted_operator(contour, kernel, field) + np.outer(weight, weight)
    psi = np.linalg.solve(matrix, weight[:, None]*velocity)
    return 2*velocity.T @ (weight[:, None]*psi)


def resistivity(contour, kernel, field):
    return np.linalg.inv(conductivity(contour, kernel, field))


def kohler_ratio(contour, kernel, x):
    """Resistivity tensor over rho_xx(0), at B = x * rho_xx(0)."""
    rho0 = resistivity(contour, kernel, 0.0)[0, 0]
    return resistivity(contour, kernel, x*rho0)/rho0


def evolved_resistivity(contour, kernel, field, duration):
    """Switch on the electric field and follow the distribution in time."""
    _, weight, velocity, _ = contour
    rate = weighted_operator(contour, kernel, field)/weight[:, None]

    def change(_, flat):
        return (velocity - rate @ flat.reshape(-1, 2)).ravel()

    run = solve_ivp(change, (0, duration), np.zeros(velocity.size),
                    method="DOP853", rtol=1e-9, atol=1e-11,
                    t_eval=[duration])
    assert run.success
    psi = run.y[:, -1].reshape(-1, 2)
    return np.linalg.inv(2*velocity.T @ (weight[:, None]*psi))


def product_kernel(profile):
    return np.outer(profile, profile)/profile.mean()


# --- Kohler's rule on a warped line with a general collision kernel ---
warped = make_contour(61, twofold=0.3, fourfold=0.1)
angle = warped[0]
base_kernel = (1 + 0.5*np.cos(angle[:, None] - angle[None, :])
               + 0.4*np.outer(np.cos(2*angle), np.cos(2*angle)))
assert base_kernel.min() > 0
scale, x_test = 3.0, 1.0
reference = kohler_ratio(warped, base_kernel, x_test)
rho0_reference = resistivity(warped, base_kernel, 0.0)[0, 0]
rho0_scaled = evolved_resistivity(warped, scale*base_kernel, 0.0, 15)[0, 0]
scaled = evolved_resistivity(warped, scale*base_kernel,
                             x_test*rho0_scaled, 15)/rho0_scaled
assert np.isclose(rho0_scaled, scale*rho0_reference, rtol=1e-6)
assert np.allclose(scaled, reference, atol=1e-6)
other_kernel = product_kernel(1 + 0.9*np.cos(4*angle))
mixed = kohler_ratio(warped, base_kernel + 3*other_kernel, x_test)
assert abs(mixed[0, 0] - reference[0, 0]) > 1e-2
print("KOHLER'S RULE, warped line, dimensionless, B/rho0 = %.1f" % x_test)
print("collision scale factor = %.1f" % scale)
print("rho0: unscaled %.6f, scaled %.6f" % (rho0_reference, rho0_scaled))
print("drho/rho0: unscaled %.6f, scaled %.6f"
      % (reference[0, 0]-1, scaled[0, 0]-1))
print("rho_yx/rho0: unscaled %.6f, scaled %.6f"
      % (reference[1, 0], scaled[1, 0]))
print("drho/rho0 with a different kernel added = %.6f" % (mixed[0, 0]-1))

# --- Violation by a temperature-dependent carrier density ---
temperatures = [20.0, 100.0, 300.0]
e, hbar = const.e, const.hbar
mass = 0.1*const.m_e
overlap_mev, cold_field = 20.0, 0.5
mev = 1e-3*e
states_per_mev = mass/(np.pi*hbar**2)*mev
circle = make_contour(161)
phi = circle[0]
uniform = np.ones((len(phi), len(phi)))


def pocket_integrals(temperature):
    """Density and energy-weighted transport integral of one pocket, m^-2."""
    thermal = const.k*temperature/mev
    fermi = overlap_mev/2
    top = fermi + 40*thermal

    def occupation(energy):
        return expit((fermi - energy)/thermal)

    def transport(energy):
        f = occupation(energy)
        return energy*f*(1-f)/thermal

    density = quad(occupation, 0, top, points=[fermi], limit=200)[0]
    current = quad(transport, 0, top, points=[fermi], limit=200)[0]
    return states_per_mev*density, states_per_mev*current


def semimetal_resistivity(transport_density, tau_e, tau_h, field):
    """Sheet resistivity (ohm) from both pockets; lifetimes in ps."""
    omega = e*field/mass*1e-12
    response = (conductivity(circle, uniform/tau_e, omega)
                + conductivity(circle, uniform/tau_h, -omega))
    return np.linalg.inv(transport_density*e**2/mass*1e-12*response)[0, 0]


print("DENSITY: masses %.2f m_e, overlap %.1f meV"
      % (mass/const.m_e, overlap_mev))
common_x = None
cold_density = None
density_mr = []
for temperature in temperatures:
    tau_e = 20.0/temperature
    tau_h = tau_e/2
    density, transport_density = pocket_integrals(temperature)
    thermal = const.k*temperature/mev
    closed_density = (states_per_mev*thermal
                      * np.log1p(np.exp(overlap_mev/(2*thermal))))
    assert np.isclose(density, closed_density, rtol=1e-6)
    assert np.isclose(transport_density, density, rtol=1e-6)
    rho0 = semimetal_resistivity(transport_density, tau_e, tau_h, 0.0)
    if common_x is None:
        common_x, cold_density = cold_field/rho0, density
        print("common B/rho0 = %.4e T/ohm" % common_x)
    field = common_x*rho0
    mr = semimetal_resistivity(transport_density, tau_e, tau_h, field)/rho0 - 1
    mu_e, mu_h = e*tau_e*1e-12/mass, e*tau_h*1e-12/mass
    ratio = mu_e/mu_h
    assert np.isclose(rho0, 1/(density*e*(mu_e+mu_h)), rtol=1e-6)
    assert np.isclose(mr, mu_e*mu_h*field**2, rtol=1e-6)
    extended = mr*(density*e*rho0/field)**2
    assert np.isclose(extended, ratio/(1+ratio)**2, rtol=1e-6)
    # Same lifetimes but the cold density: the rule must be restored.
    rho0_fixed = semimetal_resistivity(cold_density, tau_e, tau_h, 0.0)
    mr_fixed = semimetal_resistivity(cold_density, tau_e, tau_h,
                                     common_x*rho0_fixed)/rho0_fixed - 1
    density_mr.append(mr)
    assert np.isclose(mr_fixed, density_mr[0], rtol=1e-6)
    print("T = %.0f K: tau_e = %.4f ps, tau_h = %.4f ps"
          % (temperature, tau_e, tau_h))
    print("  n = %.4e m^-2 per pocket, rho0 = %.2f ohm" % (density, rho0))
    print("  mu_e = %.4f, mu_h = %.4f m^2/(V s)" % (mu_e, mu_h))
    print("  B = %.4f T, drho/rho0 = %.5f" % (field, mr))
    print("  drho/rho0 with n held at first value = %.5f" % mr_fixed)
    print("  coefficient of (B/(n e rho0))^2 = %.5f" % extended)
assert density_mr[0] > density_mr[1] > density_mr[2]
print("drho/rho0 ratio, first to last T = %.4f" % (density_mr[0]/density_mr[-1]))
print("(n_last/n_first)^2 = %.4f" % ((density/cold_density)**2))


# --- Violation by two mechanisms of different anisotropy ---
def weak_field_coefficient(kernel):
    x = 1e-3
    return (kohler_ratio(circle, kernel, x)[0, 0] - 1)/x**2


def coefficient_from_averages(total_rate):
    tau = 1/total_rate
    slope = circle[3] @ tau
    mean = tau.mean()
    return (mean*np.mean(tau**3 + tau*slope**2)
            - np.mean(tau**2)**2)/mean**4


trial_rate = 1 + 0.3*np.cos(4*phi) + 0.2*np.cos(8*phi)
assert np.isclose(weak_field_coefficient(product_kernel(trial_rate)),
                  coefficient_from_averages(trial_rate), rtol=2e-3)

isotropic_rate, slope_rate, modulation = 1.0, 0.01, 0.9
profile = 1 + modulation*np.cos(4*phi)
print("ANISOTROPY: Gamma_i = %.2f /ps, a = %.2f" % (isotropic_rate, modulation))
mixture_mr = []
for temperature in temperatures:
    anisotropic_rate = slope_rate*temperature
    kernel = isotropic_rate*uniform + anisotropic_rate*product_kernel(profile)
    eta = modulation*anisotropic_rate/(isotropic_rate + anisotropic_rate)
    k_formula = eta**2*(17 + 3*eta**2)/(2*(1 - eta**2)**2)
    k_solved = weak_field_coefficient(kernel)
    total_rate = isotropic_rate + anisotropic_rate*profile
    assert np.isclose(k_solved, k_formula, rtol=2e-3)
    assert np.isclose(coefficient_from_averages(total_rate), k_formula,
                      rtol=1e-6)
    mean_tau = conductivity(circle, kernel, 0.0)[0, 0]
    assert np.isclose(mean_tau, np.mean(1/total_rate), rtol=1e-8)
    plateau = kohler_ratio(circle, kernel, 1e3)[0, 0] - 1
    assert np.isclose(plateau, (1-eta**2)**-0.5 - 1, rtol=1e-3)
    mr = kohler_ratio(circle, kernel, 1.0)[0, 0] - 1
    mr_common = kohler_ratio(circle, 5*kernel, 1.0)[0, 0] - 1
    assert np.isclose(mr, mr_common, rtol=1e-8)
    mixture_mr.append(mr)
    print("T = %.0f K: Gamma_a = %.2f /ps, eta = %.4f, <tau> = %.4f ps"
          % (temperature, anisotropic_rate, eta, mean_tau))
    print("  K: Boltzmann solution %.4f, closed form %.4f"
          % (k_solved, k_formula))
    print("  drho/rho0 at omega_c<tau> = 1: %.5f" % mr)
    print("  the same with both rates times 5: %.5f" % mr_common)
    print("  high-field plateau of drho/rho0 = %.5f" % plateau)
assert mixture_mr[0] < mixture_mr[1] < mixture_mr[2]
print("OK")
```

Running it gives:

```
KOHLER'S RULE, warped line, dimensionless, B/rho0 = 1.0
collision scale factor = 3.0
rho0: unscaled 0.599832, scaled 1.799497
drho/rho0: unscaled 0.026212, scaled 0.026212
rho_yx/rho0: unscaled -0.945331, scaled -0.945331
drho/rho0 with a different kernel added = 0.291878
DENSITY: masses 0.10 m_e, overlap 20.0 meV
common B/rho0 = 8.8332e-04 T/ohm
T = 20 K: tau_e = 1.0000 ps, tau_h = 0.5000 ps
  n = 4.1795e+15 m^-2 per pocket, rho0 = 566.05 ohm
  mu_e = 1.7588, mu_h = 0.8794 m^2/(V s)
  B = 0.5000 T, drho/rho0 = 0.38668
  drho/rho0 with n held at first value = 0.38668
  coefficient of (B/(n e rho0))^2 = 0.22222
T = 100 K: tau_e = 0.2000 ps, tau_h = 0.1000 ps
  n = 5.1585e+15 m^-2 per pocket, rho0 = 2293.09 ohm
  mu_e = 0.3518, mu_h = 0.1759 m^2/(V s)
  B = 2.0255 T, drho/rho0 = 0.25383
  drho/rho0 with n held at first value = 0.38668
  coefficient of (B/(n e rho0))^2 = 0.22222
T = 300 K: tau_e = 0.0667 ps, tau_h = 0.0333 ps
  n = 9.7748e+15 m^-2 per pocket, rho0 = 3630.44 ohm
  mu_e = 0.1173, mu_h = 0.0586 m^2/(V s)
  B = 3.2068 T, drho/rho0 = 0.07069
  drho/rho0 with n held at first value = 0.38668
  coefficient of (B/(n e rho0))^2 = 0.22222
drho/rho0 ratio, first to last T = 5.4698
(n_last/n_first)^2 = 5.4698
ANISOTROPY: Gamma_i = 1.00 /ps, a = 0.90
T = 20 K: Gamma_a = 0.20 /ps, eta = 0.1500, <tau> = 0.8429 ps
  K: Boltzmann solution 0.2009, closed form 0.2010
  drho/rho0 at omega_c<tau> = 1: 0.01064
  the same with both rates times 5: 0.01064
  high-field plateau of drho/rho0 = 0.01144
T = 100 K: Gamma_a = 1.00 /ps, eta = 0.4500, <tau> = 0.5599 ps
  K: Boltzmann solution 2.8028, closed form 2.8031
  drho/rho0 at omega_c<tau> = 1: 0.11020
  the same with both rates times 5: 0.11020
  high-field plateau of drho/rho0 = 0.11979
T = 300 K: Gamma_a = 3.00 /ps, eta = 0.6750, <tau> = 0.3388 ps
  K: Boltzmann solution 14.1148, closed form 14.1194
  drho/rho0 at omega_c<tau> = 1: 0.31921
  the same with both rates times 5: 0.31921
  high-field plateau of drho/rho0 = 0.35535
OK
```
